# Fragility of a Vogel-Fulcher liquid and its use in crystallization kinetics

**Data for all parts.** A supercooled liquid, in metastable equilibrium and not yet crystallized, has the Vogel-Fulcher viscosity

$$\log_{10}\frac{\eta(T)}{\eta_\infty}=y(T)=\frac{B}{T-T_0},\qquad T>T_0 .$$

Its glass transition temperature is $T_g=400$ K and its divergence temperature is $T_0=320$ K. At $T_g$ the viscosity lies $D=17$ decades above the high-temperature limit $\eta_\infty$. The fragility is

$$m=\left.\frac{d\log_{10}\eta}{d(T_g/T)}\right|_{T=T_g}.$$

Boltzmann's constant is $k=8.617\times10^{-5}$ eV/K. Where absolute values are needed, take the round parameters $\eta_\infty=10^{-5}$ Pa s, melting temperature $T_m=900$ K, heat of fusion $h=0.12$ eV per atom and jump length $a=0.3$ nm.

## Part (a): the fragility

**Question.** Express $m$ through $D$, $T_g$ and $T_0$, and calculate it. Is the absolute viscosity needed?

**Answer.** The value at $T_g$ fixes $B$:

$$D=\frac{B}{T_g-T_0}\quad\Rightarrow\quad B=D(T_g-T_0)=17\times 80\ \text{K}=1360\ \text{K}.$$

The derivative is taken with respect to $x=T_g/T$, so we insert $T=T_g/x$ and multiply numerator and denominator by $x$:

$$y=\frac{B}{T_g/x-T_0}=\frac{Bx}{T_g-T_0x}.$$

The quotient rule gives

$$\frac{dy}{dx}=\frac{B(T_g-T_0x)+BxT_0}{(T_g-T_0x)^2}=\frac{BT_g}{(T_g-T_0x)^2}.$$

The sign is positive because the liquid thickens on cooling, when $x$ grows. At $x=1$, with $B=D(T_g-T_0)$,

$$m=\frac{BT_g}{(T_g-T_0)^2}=\frac{D\,T_g}{T_g-T_0}=\frac{17\times400}{80}=85 .$$

A central difference of $\log_{10}\eta$ on the $T_g/T$ axis, taken about 400 K with the same data, gives 85.0000. The absolute viscosity is not needed: $\eta_\infty$ adds a constant to $\log_{10}\eta$ and drops out of the slope. What is needed is the temperature at which the seventeen decades are counted, here $T_g$.

## Part (b): limits and sensitivity

**Question.** Discuss $T_0\to0$ and $T_0\to T_g$ at fixed $D$ and $T_g$. Recover $T_0$ from $m$. How strongly does $m$ respond to errors in the three data?

**Answer.** For $T_0\to0$ the viscosity law becomes $y=B/T$, an Arrhenius law, and $m\to D=17$. The straight line from $x=0$ to $x=1$ must climb 17 decades, so its slope is 17. The present liquid is steeper at $T_g$ by the factor $T_g/(T_g-T_0)=5$. For $T_0\to T_g$ the fragility diverges, since the whole rise is then squeezed into a vanishing interval above $T_g$.

For the inversion, multiply out the result of part (a):

$$m(T_g-T_0)=DT_g\quad\Rightarrow\quad T_0=T_g\left(1-\frac Dm\right)=400\,(1-0.2)\ \text{K}=320\ \text{K}.$$

The partial derivatives, each with the other two data held fixed, are

$$\frac{\partial m}{\partial T_0}=\frac{DT_g}{(T_g-T_0)^2}=\frac{6800}{6400}\ \text{K}^{-1}=1.06\ \text{K}^{-1},$$

$$\frac{\partial m}{\partial T_g}=D\,\frac{(T_g-T_0)-T_g}{(T_g-T_0)^2}=-\frac{DT_0}{(T_g-T_0)^2}=-0.85\ \text{K}^{-1},$$

$$\frac{\partial m}{\partial D}=\frac{T_g}{T_g-T_0}=5\ \text{per decade}.$$

An error of 5 K in $T_0$ is enough to move $m$ to $6800/85=80$ or to $6800/75\approx91$. The second digit of a fragility therefore requires $T_0$ to within about half a kelvin.

## Part (c): activation energy and finite measuring window

**Question.** Find the apparent activation energy $E=d\ln\eta/d(1/kT)$ at $T_g$ and say whether it is a barrier height. Then find the slope that would be read from two viscosities, at 400 K and at 420 K.

**Answer.** Since $1/(kT)=x/(kT_g)$, we have $d/d(1/kT)=kT_g\,d/dx$. With $\ln\eta=\ln10\,\log_{10}\eta$,

$$E(T_g)=m\,kT_g\ln10=85\times0.03447\ \text{eV}\times2.3026=6.75\ \text{eV}.$$

To see how $E$ varies, put $x=T_g/T$ into the slope of part (a). There $T_g-T_0x=T_g(T-T_0)/T$, so

$$\frac{dy}{dx}=\frac{BT^2}{T_g(T-T_0)^2},\qquad E(T)=kB\ln10\left(\frac{T}{T-T_0}\right)^2 .$$

At high temperature $E$ tends to $kB\ln10=0.27$ eV, and at $T_g$ it is $5^2=25$ times larger. The 6.75 eV is thus a local slope of a curved line. It contains the change of the liquid with temperature and is not the height of one barrier.

For the two-point slope,

$$\frac{y(T_g)-y(T)}{1-T_g/T}
=\frac{B(T-T_g)}{(T_g-T_0)(T-T_0)}\cdot\frac{T}{T-T_g}
=\frac{BT}{(T_g-T_0)(T-T_0)} .$$

At $T=420$ K this is $1360\times420/(80\times100)=71.4$, which is 16% below $m$. It must lie below, because $T/(T-T_0)$ falls as $T$ rises and the expression equals $m$ at $T=T_g$. A window of 20 K on the liquid side is already too wide for a straight-line reading.

## Part (d): fragility from crystal growth

**Question.** In a phase-change memory the quantity of interest is the crystal growth speed. Take

$$U=\frac{kT}{3\pi a^2\eta_{\rm eff}}\left(1-e^{-g}\right),\quad g=\frac hk\left(\frac1T-\frac1{T_m}\right),\quad \eta_{\rm eff}=\eta_\infty10^{\,\xi y}.$$

State the assumptions behind this form. Find $-d\log_{10}U/dx$ at $T_g$ for $\xi=1$ and $\xi=0.8$.

**Answer.** An atom at the interface makes jumps of length $a$ at the rate $D_a/a^2$, where $D_a$ is its diffusion coefficient. The backward jumps are fewer by the factor $e^{-g}$, where $gkT$ is the free energy gained per atom on crystallizing. The net speed is $U=(D_a/a)(1-e^{-g})$. The Stokes-Einstein relation for a sphere of diameter $a$, $D_a=kT/(3\pi a\eta)$, gives the stated prefactor. The form of $g$ assumes that the heat and entropy of fusion do not vary with temperature. The exponent $\xi<1$ describes decoupling: diffusion then slows less on cooling than the viscosity demands.

With $T=T_g/x$, the logarithm is

$$\log_{10}U=\text{const}-\log_{10}x-\xi y+\log_{10}(1-e^{-g}),\qquad g=\frac{h}{kT_g}x-\frac{h}{kT_m}.$$

The last term has the derivative

$$\frac{1}{\ln10}\,\frac{e^{-g}}{1-e^{-g}}\,\frac{dg}{dx}=\frac{1}{\ln10}\,\frac{h/kT_g}{e^g-1}.$$

Changing the overall sign and setting $x=1$,

$$-\frac{d\log_{10}U}{dx}=\xi m+\frac{1}{\ln10}\left[1-\frac{h/kT_g}{e^{g}-1}\right].$$

Here $h/kT_g=0.12/0.03447=3.48$ and $g=3.48\,(1-400/900)=1.93$. The bracket is $1-3.48/5.92=0.41$, and the correction is $0.41/2.303=0.18$. The growth slope is therefore 85.2 for $\xi=1$ and 68.2 for $\xi=0.8$.

The thermal prefactor and the driving force hardly matter at $T_g$, but decoupling does. Someone who reads the growth slope as the fragility while $\xi=0.8$ holds obtains a value 20% too low.

## Part (e): what one slope leaves open

**Question.** The Mauro-Yue-Ellison-Gupta-Allan (MYEGA) law can be written

$$y_{\rm M}=D\,x\,\exp\!\left[\left(\frac mD-1\right)(x-1)\right].$$

Show that it has the same $D$ and $m$ as the Vogel-Fulcher liquid, and compare the two at 450 K and 600 K with the same $\eta_\infty$.

**Answer.** At $x=1$ the exponential is 1 and $y_{\rm M}=D$. The product rule gives

$$\frac{dy_{\rm M}}{dx}=D\left[1+x\left(\frac mD-1\right)\right]\exp\!\left[\left(\frac mD-1\right)(x-1)\right],$$

which is $D\cdot m/D=m$ at $x=1$. With $m/D-1=4$, the values at 600 K, where $x=2/3$, are

$$y=\frac{1360}{280}=4.86,\qquad y_{\rm M}=17\times\tfrac23\,e^{-4/3}=2.99 .$$

The Vogel-Fulcher viscosity is larger by a factor of about 74. At 450 K the decades are 10.46 and 9.69, a factor of about 6. For $\xi=1$ and equal driving force, $U\propto1/\eta$, so the predicted growth speeds differ by the same factors. These factors rest on the common $\eta_\infty$: at 900 K the two laws give about $2\times10^{-3}$ and $7\times10^{-5}$ Pa s, so a measured melt viscosity would narrow the freedom. A fragility of 85 fixes the slope at $T_g$. It does not fix the crystallization speed at the temperatures where a memory cell is switched.

## Part (f): cooling rate and the glass

**Question.** Let the relaxation time of the liquid be proportional to its viscosity, with $\tau=100$ s at 400 K. The structure is described by a fictive temperature $T_f$ obeying

$$\frac{dT_f}{dt}=\frac{T-T_f}{\tau},\qquad \tau=\tau_{\rm liq}(T_f)\exp\!\left[\frac{E_{\rm gl}}{k}\left(\frac1T-\frac1{T_f}\right)\right],\quad E_{\rm gl}=2.5\ \text{eV}.$$

Numerical integration on cooling from 440 K to 300 K leaves $T_f=399.8$ K at 10 K/min and 404.9 K at 100 K/min.

1. Explain the shift, and find its effect on $m$ if $T_f$ is adopted as $T_g$.
2. Estimate the freezing temperature for a quench at $q=10^{10}$ K/s.
3. Can the Vogel-Fulcher law be used at 85 °C (358.15 K)?

**Answer 1.** The structure freezes when relaxation can no longer follow the cooling. If the product of rate and relaxation time at freezing is taken as constant, a tenfold rate moves freezing to a viscosity one decade lower. At 399.8 K, $y=1360/79.8=17.04$. One decade less requires $T-T_0=1360/16.04\ \text{K}=84.8$ K, a shift of 4.97 K. The integration gives 5.09 K, so the simple argument accounts for nearly all of it.

The liquid, and hence $B$ and $T_0$, is unchanged, but the point at which the slope is taken has moved. From $m=BT_g/(T_g-T_0)^2$,

$$m=\frac{1360\times399.8}{79.8^2}=85.4,\qquad m=\frac{1360\times404.9}{84.9^2}=76.4 .$$

A fragility should thus be quoted with the convention that defines $T_g$.

**Answer 2.** A simple criterion is that $\tau$ grows as fast as time passes, $q\,|d\tau/dT|=1$. Since $\ln\tau_{\rm liq}=\text{const}+B\ln10/(T-T_0)$,

$$q\,\tau_{\rm liq}(T)\,\frac{B\ln10}{(T-T_0)^2}=1 .$$

The root is near 540 K. There $y=1360/220=6.18$, so $\tau_{\rm liq}=100\times10^{6.18-17}\ \text{s}\approx1.5\times10^{-9}$ s, and the left side is $10^{10}\times1.5\times10^{-9}\times3131/220^2\approx1$.

The criterion leaves a numerical factor open, and it need not be close to one: at the integrated $T_f$ the left side is about 9 at 10 K/min and about 8 at 100 K/min. At 10 and 100 K/min it gives 404.3 K and 409.6 K, between 4 and 5 K above the integrated values. These offsets are about two widths, if a width is the temperature change $(T-T_0)^2/(B\ln10)$ that alters $\tau$ by a factor $e$. At 540 K one width is 15 K, so the estimate is uncertain by some tens of kelvin. The value $E_{\rm gl}=2.5$ eV cannot be carried to this range: above about 477 K the liquid's $E(T)$ of part (c) lies below it (1.6 eV at 540 K), and the formula would make $\tau$ grow with $T_f$ at fixed $T$. With $E_{\rm gl}$ between 0.5 and 1.5 eV, integration at $10^{10}$ K/s gives $T_f$ between about 510 and 530 K. A quenched bit thus freezes far above 400 K in this model.

**Answer 3.** No. The continued liquid law gives $y=1360/38.15=35.65$ decades. A glass that froze at 400 K and then follows an Arrhenius line with 2.5 eV has

$$17+\frac{2.5\ \text{eV}}{k\ln10}\left(\frac1{358.15\ \text{K}}-\frac1{400\ \text{K}}\right)=17+3.68=20.68$$

decades. The liquid law overstates the viscosity by 15 decades relative to this glass before it ages.

The growth formula of part (d), with $y=20.68$, gives about 290 years for 10 nm of growth if $\xi=1$, and about 0.02 years, or eight days, if $\xi=0.8$. The ratio is $10^{0.2\times20.68}\approx1.4\times10^4$. Both times assume that the glass keeps its initial viscosity. Its relaxation time at 85 °C is $100\times10^{3.68}$ s, between five and six days, so it ages within the eight days and long before 290 years have passed, and the rising viscosity slows the growth strongly. If $T_f$ is allowed to relax at 85 °C by the same equation, the eight days become about three years, and for $\xi=1$ less than 0.001 nm grows in 290 years. The times show sensitivity to $\xi$ and are not retention forecasts: nucleation and the higher freezing temperature of a quenched bit are left out as well.

## The model beside a real memory material

The parameters lie in the rough regime of Ge₂Sb₂Te₅, which melts near 900 K, has a glass transition often placed around 400 K, and is regarded as a fragile liquid with $m$ of roughly 90. Its $T_g$ is uncertain because the amorphous film crystallizes in the same temperature range on slow heating. Activation energies of crystallization found under such heating are roughly 2 to 3 eV. That is the size of the glass value assumed here, and far below the 6.75 eV of the equilibrium liquid at $T_g$. The assumption that real cells break most plainly is metastable equilibrium: a melt-quenched bit is a glass at its storage temperature. For a glass frozen at 400 K and not yet aged, the numbers above put the viscosity at 85 °C 15 decades below the continued liquid law. Decoupling is a separate matter: in the equilibrium liquid at $T_g$, $\xi=0.8$ lowers the slope inferred from growth from 85 to 68. The numerical output below lists the values used.

## Calculated quantities

```
Glass transition temperature Tg: 400 K
Divergence temperature T0: 320 K
Decades at Tg above the limit D: 17
VFT parameter B: 1360 K
Fragility, closed formula: 85.0000
Fragility, numerical derivative: 85.0000
Fragility for T0 = 0 (Arrhenius): 17.0000
T0 recovered from the slope: 320.000 K
Apparent activation energy at Tg: 6.746 eV
Sensitivity dm/dT0: 1.0625 per K
Sensitivity dm/dTg: -0.8500 per K
Sensitivity dm/dD: 5.0000 per decade
Secant slope from Tg to 420 K: 71.40
Viscosity limit eta_inf: 1.0e-05 Pa s
Viscosity at Tg: 1.00e+12 Pa s
Melting temperature: 900 K
Heat of fusion: 0.12 eV per atom
Jump length: 0.3 nm
Reduced driving force g at Tg: 1.934
Growth speed at Tg, xi = 1: 5.57e-06 nm/s
Growth slope at Tg, xi = 1: 85.18
Growth slope at Tg, xi = 0.8: 68.18
Decades at 450 K, VFT: 10.46
Decades at 450 K, MYEGA: 9.69
Viscosity ratio VFT/MYEGA at 450 K: 5.9
Decades at 600 K, VFT: 4.86
Decades at 600 K, MYEGA: 2.99
Viscosity ratio VFT/MYEGA at 600 K: 74.1
Relaxation time at Tg: 100 s
Frozen fictive temperature, 10 K/min: 399.8 K
Frozen fictive temperature, 100 K/min: 404.9 K
Shift for tenfold rate, integrated: 5.09 K
Shift for one viscosity decade: 4.97 K
Freezing criterion, 10 K/min: 404.3 K
Freezing criterion, 100 K/min: 409.6 K
Freezing criterion, 1e+10 K/s: 540 K
Width of that estimate (factor e in tau): 15 K
Temperature of use: 358.15 K
Glass activation energy: 2.5 eV
Decades at use, VFT continuation: 35.65
Decades at use, Arrhenius glass: 20.68
Excess of the VFT continuation: 14.97 decades
Time to grow 10 nm in glass, xi = 1: 2.88e+02 years
Time to grow 10 nm in glass, xi = 0.8: 2.11e-02 years
```
